\section*{Bond-additive errors and the conditions for accurate isodesmic formation enthalpies, part 1}

(Sections cited here and not found follow in the second part.)

\section{Bond conservation and formation enthalpies}

\subsection{Definitions and conventions}

Let $M$ denote a closed-shell molecule at a fixed geometry. An approximate electronic-structure method gives it the energy $E_{\rm m}(M)$, and a chosen reference level gives it the energy $E_{\rm r}(M)$. The method error is
\begin{equation}
e(M)=E_{\rm m}(M)-E_{\rm r}(M).
\end{equation}
It is an error relative to that reference level. If the reference level is itself approximate, $e$ says nothing about the errors which both levels share.

The bonds of each molecule are sorted into types $b$, such as C--H, C--C and C=C, and $n_b(M)$ is the number of bonds of type $b$. The sorting is a convention laid down before any error is examined. For any set of numbers $\varepsilon_b$, one per bond type, write
\begin{equation}
e(M)=\sum_b n_b(M)\,\varepsilon_b+\delta(M).
\label{eq:split}
\end{equation}
This equation defines the remainder $\delta(M)$ and assumes nothing. The additivity hypothesis is the statement that one set of $\varepsilon_b$ makes $\delta(M)=0$ for every molecule under consideration.

A reaction is described by stoichiometric numbers $\nu_M$, positive for products and negative for reactants. For any molecular quantity $X$, define
\begin{equation}
\Delta X=\sum_M\nu_M X(M).
\end{equation}
The reaction conserves bond types when $\Delta n_b=0$ for every $b$. In this text such a reaction is called isodesmic.

\subsection{The cancellation theorem}

\paragraph{Theorem 1.} For every reaction,
\begin{equation}
\Delta e=\sum_b\varepsilon_b\,\Delta n_b+\Delta\delta .
\label{eq:master}
\end{equation}
If the reaction conserves bond types, then $\Delta e=\Delta\delta$, and under the additivity hypothesis $\Delta e=0$. Conversely, if a reaction has zero error for every possible choice of additive errors, it conserves every bond type.

\paragraph{Proof.} Multiply (\ref{eq:split}) by $\nu_M$ and sum over molecules. Since $\varepsilon_b$ does not depend on $M$, the two finite sums may be exchanged:
\begin{align}
\Delta e&=\sum_M\nu_M\sum_b n_b(M)\varepsilon_b+\sum_M\nu_M\delta(M)\nonumber\\
&=\sum_b\varepsilon_b\sum_M\nu_M n_b(M)+\Delta\delta .
\end{align}
The inner sum is $\Delta n_b$, which proves (\ref{eq:master}) and the direct statement. For the converse, choose a type $a$ and consider the additive error with $\varepsilon_a=1$ in some energy unit, all other $\varepsilon_b=0$, and $\delta=0$. Its reaction error is $\Delta n_a$ in that unit. It is zero by assumption, so $\Delta n_a=0$. The type $a$ was arbitrary. $\square$

\paragraph{Remark.} The theorem is conditional. Counting bonds establishes $\Delta n_b=0$, but it cannot establish $\Delta\delta=0$. What survives without the additivity hypothesis is the bound
\begin{equation}
|\Delta e|\le\sum_M|\nu_M|\,|\delta(M)|
\end{equation}
for a bond-conserving reaction, by the triangle inequality. Bond conservation is also not necessary for a small error with one particular method: the two terms of (\ref{eq:master}) may cancel. The benzene example below contains such a case.

The hypothesis concerns errors, not energies. If both $E_{\rm m}$ and $E_{\rm r}$ were sums over bond types, every isodesmic reaction energy would vanish at both levels. Additive errors allow a nonzero reaction energy, provided that the two levels agree on it.

\paragraph{Lemma 2.} Suppose each element $X$ has a fixed valence $v_X>0$ in all molecules of the reaction. Then conservation of bond types implies conservation of atoms.

\paragraph{Proof.} Let bond type $b$ have order $o_b$ and let $g_{Xb}$ of its two ends lie on atoms of element $X$. Counting the valences of all $N_X(M)$ atoms of $X$ in two ways gives
\begin{equation}
v_XN_X(M)=\sum_b o_b\,g_{Xb}\,n_b(M).
\end{equation}
Applying $\Delta$ to both sides gives $v_X\Delta N_X=\sum_b o_bg_{Xb}\Delta n_b=0$. Division by $v_X$ completes the proof. $\square$

Donor--acceptor and three-centre bonds, which occur in some metal-organic precursors, need not obey a fixed valence. Atom balance must then be imposed separately. When the atoms are balanced, an error term proportional to the number of atoms of each element also cancels, so the hypothesis may be widened to include such terms.

\subsection{From a reaction energy to a formation enthalpy}

Let $H(M)$ be the molar enthalpy of $M$ at the chosen temperature and pressure, and $h_X$ the enthalpy per mole of atoms of element $X$ in its standard state. Then
\begin{equation}
\Delta_{\rm f}H(M)=H(M)-\sum_XN_X(M)h_X .
\end{equation}
Take a target precursor $T$ with $\nu_T=-1$ and reference molecules $R_i$ with $\nu_{R_i}=c_i$. A negative $c_i$ places the reference on the reactant side. The reaction enthalpy is $\Delta_{\rm r}H=\sum_ic_iH(R_i)-H(T)$. Consequently
\begin{align}
&\sum_ic_i\Delta_{\rm f}H(R_i)-\Delta_{\rm f}H(T)\nonumber\\
&\quad=\Delta_{\rm r}H-\sum_Xh_X\Big[\sum_ic_iN_X(R_i)-N_X(T)\Big].
\end{align}
The bracket is $\Delta N_X=0$, so the element terms drop out and
\begin{equation}
\Delta_{\rm f}H(T)=\sum_ic_i\Delta_{\rm f}H(R_i)-\Delta_{\rm r}H.
\label{eq:formation}
\end{equation}

In use, the reference enthalpies carry errors $\eta_i$. The computed $\Delta_{\rm r}H$ carries the electronic error $\Delta e$ and a further error $\Delta\tau$ from geometries, zero-point energies and thermal terms. Here $e$ is converted to a molar quantity and is taken relative to the true electronic energy. Subtracting (\ref{eq:formation}) from its estimate gives
\begin{equation}
\text{error of }\Delta_{\rm f}H(T)=\sum_ic_i\eta_i-\Delta e-\Delta\tau .
\label{eq:enthalpyerror}
\end{equation}
Additive electronic errors remove the middle term. The last term vanishes if $\tau$ is additive too, which is a separate hypothesis. The first remains in any case. If the $\eta_i$ are independent, with zero mean and standard deviations $s_i$, the cross terms in the mean square vanish and the first term has standard deviation
\begin{equation}
s_T=\Big(\sum_ic_i^2s_i^2\Big)^{1/2}.
\label{eq:sigma}
\end{equation}
A reaction with large coefficients can therefore lose through its references what it gains in electronic accuracy.

\subsection{Equivalence with fitted bond corrections}

The coefficients must satisfy $\sum_ic_in_b(R_i)=n_b(T)$ for every $b$. They exist if and only if the bond vector of the target lies in the span of the reference vectors. Suppose there are as many references as bond types and the matrix $N_{ib}=n_b(R_i)$ is invertible.

\paragraph{Proposition 3.} Fit bond errors $\hat\varepsilon_b$ so that they reproduce the errors of the references, and subtract $\sum_bn_b(T)\hat\varepsilon_b$ from $E_{\rm m}(T)$. The result equals the energy obtained from the isodesmic reaction with reference-level energies for the $R_i$.

\paragraph{Proof.} The fit satisfies $\sum_bN_{ib}\hat\varepsilon_b=e(R_i)$. Hence
\begin{align}
\sum_bn_b(T)\hat\varepsilon_b&=\sum_ic_i\sum_bN_{ib}\hat\varepsilon_b
=\sum_ic_ie(R_i),\\
E_{\rm m}(T)-\sum_bn_b(T)\hat\varepsilon_b
&=\sum_ic_iE_{\rm r}(R_i)\nonumber\\
&\quad-\Big[\sum_ic_iE_{\rm m}(R_i)-E_{\rm m}(T)\Big].
\end{align}
The bracket is the reaction energy of the approximate method, so the right side is the isodesmic estimate. $\square$

With this fit $\delta(R_i)=0$, and the isodesmic reaction has $\Delta e=-\delta(T)$. The scheme thus transfers bond errors from the references to the target. It cannot detect an error that is peculiar to the target.

\subsection{Benzene as a carbon precursor}

Benzene can supply carbon for growth from the vapour. Its Kekul\'e structure has six C--H, three C--C and three C=C bonds. With methane, ethane and ethene as references, the conditions are
\begin{align}
\text{C--H:}&\quad 4c_{\rm CH_4}+6c_{\rm C_2H_6}+4c_{\rm C_2H_4}=6,\\
\text{C--C:}&\quad c_{\rm C_2H_6}=3,\qquad
\text{C=C:}\quad c_{\rm C_2H_4}=3 .
\end{align}
The first gives $c_{\rm CH_4}=(6-18-12)/4=-6$, and the reaction is
\begin{equation}
\mathrm{C_6H_6+6\,CH_4\to3\,C_2H_6+3\,C_2H_4}.
\label{eq:separation}
\end{equation}
If the ring bonds were given an aromatic type of their own, no combination of these references could supply it. The reaction is isodesmic by virtue of the Kekul\'e convention.

Energies were computed with Hartree--Fock (HF), second-order perturbation theory (MP2) and coupled cluster with single and double excitations (CCSD). The basis is 6-31G, the carbon cores are frozen in the correlated treatments, and the geometries are fixed at round values. CCSD is the reference level. It omits connected triple and higher excitations, and the basis is small, so the differences below are not errors against experiment. The numerical output lists the geometries and total energies.

For HF, the fitted errors are 29.45, 42.51 and 90.33 millihartree for C--H, C--C and C=C. They predict for benzene
\begin{equation}
6(29.45)+3(42.51)+3(90.33)=575.2
\end{equation}
millihartree, whereas the computed error is 561.2. Thus $\delta(\mathrm{C_6H_6})=-14.0$ millihartree, and reaction (\ref{eq:separation}) has the error $+14.0$ millihartree, or 37 kJ/mol. Bond transfer removes most of the total error, but what remains is large for a formation enthalpy. For MP2 the total error is much smaller, 43.8 millihartree, yet the reaction error is 17.4 millihartree, or 46 kJ/mol. A smaller total error does not imply a smaller non-additive part.

Two further reactions are instructive:
\begin{align}
\mathrm{C_6H_6+3\,C_2H_4}&\to3\,\mathrm{C_4H_6},\label{eq:diene}\\
\mathrm{C_6H_6+9\,H_2}&\to6\,\mathrm{CH_4}.\label{eq:hydrogen}
\end{align}
Here C$_4$H$_6$ is trans-butadiene, with six C--H, one C--C and two C=C bonds. Reaction (\ref{eq:diene}) conserves bond types; reaction (\ref{eq:hydrogen}) conserves atoms but not bond types. The errors relative to CCSD, in millihartree, are
\begin{equation}
\begin{array}{lrr}
\text{reaction}&\text{HF}&\text{MP2}\\
\text{(\ref{eq:separation}), bond separation}&14.0&17.4\\
\text{(\ref{eq:diene}), diene exchange}&7.6&8.4\\
\text{(\ref{eq:hydrogen}), hydrogenation}&-78.7&3.1
\end{array}
\end{equation}

These values are not converged with respect to the basis. The difference between the MP2 and HF columns is the difference of the two reaction energies and does not depend on the reference level. At the same geometries it changes from 3.5, 0.7 and 81.9 millihartree in 6-31G to 19.0, 5.6 and 85.9 millihartree in 6-31G*. At least one entry in each row therefore moves by about 8, 2 and 2 millihartree or more. The sizes and orderings discussed here hold for 6-31G and serve as illustrations of (\ref{eq:master}), not as properties of the methods.

In this basis the HF order follows the degree of matching. For MP2 the reaction that does not conserve bond types has the smallest error. Equation (\ref{eq:master}) shows how this arises. In (\ref{eq:hydrogen}) the changes of bond number are $24-6=18$ for C--H, $-3$ for C--C, $-3$ for C=C and $-9$ for H--H. The MP2 bond errors are 4.782, 2.507 and 8.347 millihartree, and the H$_2$ energies give 7.536 millihartree for H--H. The bond term is
\begin{equation}
18(4.782)-3(2.507)-3(8.347)-9(7.536)\simeq-14.3
\end{equation}
millihartree. Since benzene is a reactant, its non-additive part enters as $-\delta(\mathrm{C_6H_6})=+17.4$. The sum is 3.1 millihartree. With this fit the small error is the sum of two larger terms of opposite sign; it does not come from conservation of bonds. The split itself depends on the references that fix the $\varepsilon_b$: with methane, ethene and butadiene the two terms are $-5.2$ and $+8.4$ millihartree.

Finally, let each reference enthalpy have an independent standard uncertainty of 1 kJ/mol. For (\ref{eq:separation}), equation (\ref{eq:sigma}) gives $s_T=(36+9+9)^{1/2}=7.3$ kJ/mol. Errors of 1 kJ/mol with the least favourable signs would add to $6+3+3=12$ kJ/mol.

\section{A model for the origin and failure of additivity}

\subsection{Symbols carried over and the model}

As before, $e$ is the energy of an approximate method minus that of a reference level, $n_b$ counts bonds of type $b$, and $\Delta X=\sum_M\nu_MX(M)$ with $\nu_M$ positive for products. Theorem 1 states that a reaction with all $\Delta n_b=0$ has the error $\Delta\delta$, where $\delta$ is the part of $e$ that is not a sum over bonds. This half derives $\delta$ in a model where the reference level is the exact ground-state energy of the model Hamiltonian.

Each bond $k$ has two sites, one orbital per site, and an internal hopping $t_k>0$. A molecule is an open chain of $K$ bonds, with hopping $w$ between the facing sites of neighbouring bonds. It contains $2K$ electrons with equal numbers of both spins. If $h_i$ denotes the hopping on the link from site $i$ to $i+1$, the Hamiltonian is
\begin{equation}
\hat H=-\sum_{i,\sigma}h_i\big(c^\dagger_{i\sigma}c_{i+1,\sigma}+{\rm h.c.}\big)
+U\sum_i n_{i\uparrow}n_{i\downarrow},
\end{equation}
with $U\ge0$. The approximate method is restricted Hartree--Fock with uniform density; solutions that break spin symmetry are excluded. Two bond types, $A$ and $B$, differ in their hopping. Energies in the numerical example are in units of $t_A$, which are natural here.

\subsection{The Hartree--Fock energy}

\paragraph{Lemma 4.} The uniform density of one electron per site is self-consistent, and
\begin{equation}
E_{\rm HF}=2\sum_{j\,\rm occ}\lambda_j+\frac{KU}{2},
\label{eq:hf}
\end{equation}
where $\lambda_j$ are the $K$ lowest eigenvalues of the hopping matrix $h$, whose nonzero elements are $-h_i$.

\paragraph{Proof.} Let $S$ be diagonal with elements $(-1)^i$. Since $h$ connects nearest neighbours alone, $ShS=-h$. If $\phi$ is an eigenvector with eigenvalue $\lambda$, then $S\phi$ is one with eigenvalue $-\lambda$ and the same weight on each site. There is no zero eigenvalue: the one complete pairing of neighbouring sites in the open chain gives $|\det h|=\prod_kt_k^2>0$. The occupied and empty orbitals therefore contribute equally to the completeness relation $\sum_j|\phi_j(i)|^2=1$. Each spin has density $1/2$ on every site. The mean field is then the constant $U/2$, which leaves the orbitals unchanged. The interaction energy is $U(1/2)(1/2)$ per site, or $KU/2$ for $2K$ sites. $\square$

A bond-conserving reaction cancels the additive part of a method's error and leaves $\Delta\delta$, which for benzene is not negligible in the small basis used. The model and its Hartree--Fock energy are now in place; it remains to find the exact energy of one bond and the effect of weak coupling between bonds, and so what a reaction must conserve for its error to be small.
